# Newton Solution of the Planar Poisson-Boltzmann Equation on a Stretched Grid

## Definitions and conventions

A flat wall at \(X=0\) is held at potential \(\psi_0>0\) relative to the bulk of a 1:1 electrolyte filling \(X>0\). The ions are points in a uniform dielectric of permittivity \(\varepsilon\), and each ion responds to the mean potential \(\psi(X)\) alone. Ion size, ion correlations and dielectric saturation are left out. With bulk number density \(n_0\) of each ion and \(y=e\psi/kT\), the Boltzmann factors give the charge density

\[
\rho=en_0(e^{-y}-e^{y})=-2en_0\sinh y .
\]

Poisson's equation \(\varepsilon\,\psi''=-\rho\) becomes, with \(x=X/\lambda\),

\[
y''=\sinh y,\qquad \lambda^2=\frac{\varepsilon kT}{2e^2n_0},\qquad y(0)=y_0,\quad y(\infty)=0. \tag{1}
\]

Here \(\lambda\) is the Debye length. With no field behind the surface, the wall charge per area is \(\sigma=-\varepsilon\,d\psi/dX|_0=(\varepsilon kT/e\lambda)\,s\), where \(s=-y'(0)\). A negative wall follows from \(y\to-y\). SI-based units are used, since atomic units are unnatural for this problem.

## The Gouy-Chapman reference

Multiplying (1) by \(y'\) and integrating gives \(y'^2/2=\cosh y+\text{const}\). Far away \(y=y'=0\), so the constant is \(-1\) and \(y'^2=2\cosh y-2=4\sinh^2(y/2)\). The potential falls with distance, which selects the sign:

\[
y'=-2\sinh(y/2),\qquad s=2\sinh(y_0/2). \tag{2}
\]

Since \(\frac{d}{dy}\ln\tanh(y/4)=1/[2\sinh(y/2)]\), a second integration gives

\[
\tanh(y/4)=\gamma e^{-x},\qquad \gamma=\tanh(y_0/4). \tag{3}
\]

## The discrete equations

Take nodes \(0=x_0<\dots<x_N=L\), spacings \(h_i=x_{i+1}-x_i\) and unknowns \(u_i\approx y(x_i)\), with \(u_0=y_0\) and \(u_N=0\). Integrating (1) between the midpoints on either side of node \(i\), and replacing slopes at midpoints by differences, gives

\[
(Du)_i\equiv\frac{u_{i+1}-u_i}{h_i}-\frac{u_i-u_{i-1}}{h_{i-1}}=w_i\sinh u_i,\qquad w_i=\tfrac12(h_i+h_{i-1}). \tag{4}
\]

These are the conditions \(\partial F_h/\partial u_i=0\) at the interior nodes for

\[
F_h=\sum_{i=0}^{N-1}\left[\frac{(u_{i+1}-u_i)^2}{2h_i}+\frac{h_i}{2}\big(f(u_i)+f(u_{i+1})\big)\right],\quad f(u)=\cosh u-1. \tag{5}
\]

\(F_h\) is strictly convex and grows without limit for large \(|u|\), so (4) has one solution, called \(u^*\).

Half a cell belongs to the wall. Integrating (1) from \(0\) to \(h_0/2\) suggests the charge

\[
s_h=\frac{u_0-u_1}{h_0}+\frac{h_0}{2}\sinh y_0. \tag{6}
\]

Summing (4) over \(i\) makes the inner differences cancel, so that

\[
s_h=\frac{h_0}{2}\sinh y_0+\sum_{i=1}^{N-1}w_i\sinh u_i+\frac{u_{N-1}-u_N}{h_{N-1}} .
\]

This is a discrete Gauss law: the wall charge balances the charge in all cells plus the field left at \(L\).

## Newton iteration

Linearizing \(\sinh\) about iterate \(u^k\) gives a tridiagonal system for \(u^{k+1}\):

\[
(Du^{k+1})_i=w_i\big[\sinh u_i^k+\cosh u_i^k\,(u_i^{k+1}-u_i^k)\big]. \tag{7}
\]

The algorithm is:

1. Set the interior values \(u_i^0\) to zero and keep \(u_0=y_0\), \(u_N=0\).
2. Solve (7) by tridiagonal elimination, at a cost proportional to \(N\).
3. Repeat until the largest change is below \(10^{-8}\), then evaluate (6).

The first solve gives \(Du^1=wu^1\), the discrete Debye-Hückel profile. No damping is needed, as the following argument shows.

**Maximum principle.** Suppose \(-Dv+wcv\ge0\) at interior nodes with \(c_i>0\), and \(v\ge0\) at both ends. Then \(v\ge0\) everywhere. At a negative interior minimum, \((Dv)_i\ge0\) and \(w_ic_iv_i<0\), which contradicts the assumption. With \(c=\sinh u^*/u^*\) (set to 1 where \(u^*=0\)) this shows \(u^*\ge0\).

**Error equation.** Let \(e^k=u^k-u^*\). Taylor's theorem gives \(\sinh u^*=\sinh u^k-\cosh u^k\,e^k+\frac12\sinh\eta\,(e^k)^2\), with \(\eta\) between \(u^*\) and \(u^k\). Subtracting (4) from (7), and using \(u^{k+1}-u^k=e^{k+1}-e^k\), gives

\[
-De^{k+1}+w\cosh u^k\,e^{k+1}=\tfrac12 w\sinh\eta\,(e^k)^2. \tag{8}
\]

If \(u^k\ge0\), then \(\eta\ge0\), the right side is nonnegative, and \(e^{k+1}\ge0\). Starting from \(u^0\ge0\), every later iterate therefore lies on or above \(u^*\).

For \(k\ge1\) we then have \(\eta\le u^k\), so \(\sinh\eta\le\cosh u^k\). At the node where \(e^{k+1}\) is largest, \(De^{k+1}\le0\). Equation (8) there yields, with \(M_k=\max_i e_i^k\),

\[
M_{k+1}\le\tfrac12M_k^2\qquad(k\ge1). \tag{9}
\]

The constant contains neither the grid nor the potential. The bound forces contraction once \(M_k<2\).

**Descent.** Let \(d=u^k-u^{k+1}\) with \(k\ge1\). Equation (7) gives \(-Dd+w\cosh u^k\,d=-Du^k+w\sinh u^k\). By (7) for the previous step, \(Du^k\) is \(w\) times a tangent to \(\sinh\), evaluated at \(u^k\). For nonnegative arguments a tangent lies below the curve, so the right side is nonnegative and \(d\ge0\). The iterates decrease and are bounded below by \(u^*\). They converge, and by (7) their limit satisfies (4), so it is \(u^*\).

**Largest drop.** Put \(p=u^k-\tanh u^k\). The function \(q(u)=u-\tanh u\) has \(q'=\tanh^2u\ge0\) and \(q''=2\tanh u\,\mathrm{sech}^2u\ge0\) for \(u\ge0\). Convexity gives \(q(u_{i\pm1})-q(u_i)\ge q'(u_i)(u_{i\pm1}-u_i)\). Dividing by the spacings and adding, \(Dp\ge q'(u^k)\,Du^k\), which is nonnegative if \(Du^k\ge0\). Equation (7) can be written \(Du^{k+1}=w\cosh u^k\,(u^{k+1}-p)\). Thus \(v=u^{k+1}-p\) obeys

\[
-Dv+w\cosh u^k\,v=Dp\ge0,\qquad v_0=\tanh y_0>0,\quad v_N=0 .
\]

Hence \(v\ge0\), and then \(Du^{k+1}=w\cosh u^k\,v\ge0\), which carries the assumption to the next step. It holds at the start because \(Du^1=wu^1\ge0\). The result is

\[
0\le u^k-u^{k+1}\le\tanh u^k<1\qquad(k\ge1). \tag{10}
\]

An initial excess \(M_1\) thus costs at least about \(M_1\) further solves. This matters at high potential. The Debye-Hückel profile \(y_0e^{-x}\) grows in proportion to \(y_0\), whereas by (3) the true potential at fixed \(x>0\) stays below \(4\,\mathrm{artanh}(e^{-x})\). Bounds (9) and (10) do not supply an upper limit on the length of this slow phase.

## Error of the discrete charge

Let the grid come from a smooth map of \(i/N\), so that the spacing is a smooth function \(h(x)=O(1/N)\). Expanding (4) for the exact profile leaves a defect \(w_i\tau_i\). Its least obvious part is \(\frac16(h_i^2-h_{i-1}^2)y'''=\frac13w_i(h_i-h_{i-1})y'''\). On a smooth grid \(h_i-h_{i-1}=O(N^{-2})\), so \(\tau=O(N^{-2})\). The difference of exact and discrete equations has a factor \(\cosh\ge1\) multiplying the nodal error, and the maximum principle bounds that error by \(\max|\tau|\). It is therefore \(O(N^{-2})\). The effect of finite \(L\) is treated separately below.

The charge error follows from an energy. At the minimum of \(F_h\) all interior derivatives vanish, so

\[
\frac{dF_h}{dy_0}=\frac{\partial F_h}{\partial u_0}=\frac{u_0-u_1}{h_0}+\frac{h_0}{2}\sinh y_0=s_h .
\]

In the continuum, \(F=\int(\frac12y'^2+\cosh y-1)\,dx=\int y'^2dx=\int_0^{y_0}2\sinh(y/2)\,dy=4[\cosh(y_0/2)-1]\), and \(dF/dy_0=s\).

Because \(F_h\) is stationary at \(u^*\), inserting the exact nodal values changes it by \(O(N^{-4})\). For one interval of length \(h\), expand about its midpoint:

\[
\frac{(\Delta y)^2}{2h}=\frac h2y'^2+\frac{h^3}{24}y'y''',\qquad
\int\frac{y'^2}{2}dx=\frac h2y'^2+\frac{h^3}{24}(y''^2+y'y''').
\]

The difference is \(-h^3y''^2/24\). The trapezoidal rule adds \(h^3[\cosh y]''/12\), where \([\cosh y]''=\cosh y\,y'^2+\sinh y\,y''\). Inserting \(y'^2=2(\cosh y-1)\) and \(y''=\sinh y\), and summing over intervals, gives to leading order

\[
F_h-F=\int_0^L h^2g(y)\,dx,\qquad g=\frac{\cosh y(\cosh y-1)}6+\frac{\sinh^2y}{24}. \tag{11}
\]

Now differentiate at fixed grid. Changing \(y_0\) only shifts the profile along \(x\), so \(\partial y/\partial y_0=y'(x)/y'(0)=-y'(x)/s\). Hence \(s_h-s=-\frac1s\int h^2\frac{dg}{dx}dx\). Integrating by parts and dropping the tiny term at \(L\),

\[
\frac{s_h-s}{s}=\frac1{s^2}\left[h(0)^2g(y_0)+2\int_0^L h\,h'\,g\,dx\right]. \tag{12}
\]

**Uniform grid.** Here \(h'=0\). With \(S=\sinh(y_0/2)\) and \(C=\cosh(y_0/2)\), we have \(\cosh y_0-1=2S^2\), \(\sinh^2y_0=4S^2C^2\), \(s^2=4S^2\) and \(\cosh y_0=2C^2-1\). Therefore

\[
\frac{s_h-s}{s}=\frac{h^2}{24}(2\cosh y_0+C^2)=\frac{h^2}{24}(5C^2-2). \tag{13}
\]

For \(y_0\to0\) this is \(h^2/8\). The linear problem confirms it. On a half-space \(u_i=y_0e^{-i\theta}\) with \(2\cosh\theta-2=h^2\), and (6) gives \(s_h/y_0=\sinh\theta/h=\sqrt{1+h^2/4}\approx1+h^2/8\). At high potential (13) grows as \(e^{y_0}\), and it requires \(hC\ll1\).

**Stretched grid.** The steep layer has thickness of order \(b=2/s=1/\sinh(y_0/2)\), the Gouy-Chapman length in units of \(\lambda\). Choose

\[
x_i=b\,(e^{ai/N}-1),\qquad a=\ln(1+L/b). \tag{14}
\]

To leading order \(h=(a/N)(x+b)\) and \(h'=a/N\), so (12) becomes

\[
\frac{s_h-s}{s}=K\Big(\frac aN\Big)^2,\qquad K=\frac1{s^2}\left[b^2g(y_0)+2\int_0^L(x+b)\,g\,dx\right]. \tag{15}
\]

At high potential \(y'\approx-e^{y/2}\) near the wall, which integrates to \(e^y\approx4/(x+b)^2\), because \(b\approx2e^{-y_0/2}\). Then \(g\approx(\frac1{24}+\frac1{96})e^{2y}=\frac5{96}e^{2y}=\frac5{6(x+b)^4}\). Each of the two terms in the bracket equals \(5/(6b^2)\), and \(s^2=4/b^2\), so \(K\to5/12\). Since \(a\approx y_0/2+\ln(L/2)\), the error at fixed \(N\) now grows as the square of a logarithm of the charge. In the opposite limit \(b\gg L\), and the grid becomes uniform.

**Bare difference.** Omitting the half-cell term in (6) changes the relative error by \(-(h_0/2)\sinh y_0/s=-(h_0/2)\cosh(y_0/2)\), which is of first order.

**Finite domain.** With \(y(L)=0\) the first integral is \(y'^2=2\cosh y-2+P^2\), where \(P=|y'(L)|\). The charge becomes \(\sqrt{s^2+P^2}\approx s+P^2/(2s)\). When \(L\) is several Debye lengths, the potential near \(L\) is small and \(y\approx4\gamma(e^{-x}-e^{x-2L})\), so \(P\approx8\gamma e^{-L}\), and

\[
\frac{\delta s}{s}\approx\frac{32\gamma^2e^{-2L}}{s^2}. \tag{16}
\]

This is a large-\(L\) form. At \(y_0=5.84\) it is accurate to within 1% at \(L\approx4\), but it underestimates the shift by about 15% at \(L=2\) and by a factor of about two at \(L=1\). The potential itself is wrong by about \(4\gamma e^{-L}\) at \(x=L\), a floor that grid refinement cannot lower.

## Worked example

Round model parameters are a wall potential of 150 mV, 0.01 mol/L salt, relative permittivity 80, 298.15 K and \(L=12\). Then \(kT/e=25.693\) mV, \(y_0=150/25.693=5.838\) and \(\lambda=3.071\) nm. The charge unit \(\varepsilon kT/e\lambda\) is 0.005926 C/m². Equation (2) gives \(s=18.471\), hence

\[
\sigma=18.471\times0.005926=0.1095\ \text{C/m}^2=10.95\ \mu\text{C/cm}^2 .
\]

The stretching parameters are \(b=2/18.471=0.1083\) and \(a=4.717\). For \(N=100\) the cells grow from 0.0052 to 0.56 Debye lengths. The largest errors of successive Newton iterates, measured from the final iterate, are

\[
1.13,\quad 0.365,\quad 0.0366,\quad 3.5\times10^{-4},\quad 3.1\times10^{-8},\quad 4\times10^{-16}.
\]

Each obeys (9); for example \(\frac12(0.0366)^2=6.7\times10^{-4}\) exceeds \(3.5\times10^{-4}\). The last value is at rounding level. A seventh solve meets the stopping rule.

The relative charge errors, measured against (2), are:

| \(N\) | uniform | stretched | stretched, bare |
|---|---|---|---|
| 50 | 0.605 | 0.00373 | −0.0460 |
| 100 | 0.203 | 0.000931 | −0.0234 |
| 200 | 0.0592 | 0.000233 | −0.0118 |
| 400 | 0.0157 | 0.0000581 | −0.00591 |

Every run in the table took 6 or 7 solves, so refinement hardly affects the Newton count here. On the stretched grid, doubling \(N\) divides the error of (6) by four, and that of the bare difference by only two. Evaluating the integral in (15) by quadrature gives \(K=0.4181\), close to \(5/12=0.4167\), and predicts \(0.4181\times(0.04717)^2=9.30\times10^{-4}\) for \(N=100\).

On the uniform grid the coefficient in (13) is 17.90. For \(N=100\), \(h=0.12\), it predicts 0.258, while the actual error is 0.203. There \(hC\approx1.1\), outside the regime of (13). Setting (13) equal to the stretched error at \(N=100\) gives \(12\sqrt{17.90/(9.31\times10^{-4})}\approx1664\) uniform cells. A solution with 1665 cells has an error of \(9.28\times10^{-4}\).

For \(x\le L/2\) the largest profile errors at \(N=100,200,400\) are \(3.02\times10^{-4}\), \(7.54\times10^{-5}\) and \(1.89\times10^{-5}\), in units of \(kT/e\), again second order. Over the whole domain the last becomes \(2.21\times10^{-5}\), which is the floor \(4\gamma e^{-12}\). The charge hardly feels it: (16) gives \(2.9\times10^{-12}\). Cutting the domain at \(x=4.008\) instead shifts the computed charge by a relative \(2.51\times10^{-5}\), against \(2.50\times10^{-5}\) from (16).

The slow phase appears when \(y_0\) is raised, here with \(N=400\):

| \(y_0\) | \(M_1\) | solves |
|---|---|---|
| 2 | 0.06 | 5 |
| 5.84 | 1.13 | 7 |
| 10 | 3.72 | 9 |
| 20 | 12.12 | 18 |

At \(y_0=20\), each solve after the first removes less than 1 from an excess of 12.12, so bound (10) demands at least 13 more solves, and 17 were used. That wall potential, about 514 mV, exercises the algorithm and is not a realistic double layer within this model.

Even at 150 mV the model is strained. The counterion concentration at the wall is \(0.01\,e^{5.838}=3.43\) mol/L, and the Gouy-Chapman length is \(0.1083\times3.071=0.33\) nm, comparable with the size of an ion. The first cell, 0.016 nm wide, resolves the mathematical profile and no molecular structure. The small charge errors above are errors relative to the Gouy-Chapman solution; they say nothing about the accuracy of that solution for a real interface.
